# Square-root law for coupling a long-wavelength acoustic phonon to other phonons: verification in Python

```python
"""
Result under test: in a translation-invariant crystal with short-range forces the
cubic coupling F of three phonons is linear in one small acoustic wavevector q,
and the quantum vertex V = N^(-1/2) (hbar/2)^(3/2) F / sqrt(w1 w2 w3) goes as sqrt(q):
    |V| -> hbar |d w'/d eta| sqrt(hbar q / (2 N M v)).
Symbols: w = angular frequency, w' = partner frequency, eta = displacement gradient
of the soft wave, M = cell mass, v = sound speed, N = number of cells.
F contains mode vectors divided by the square roots of the atomic masses.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq


def exponent(y_small, y_large, ratio):
    return np.log(y_large / y_small) / np.log(ratio)


# ---------- Diatomic chain with three-body terms, dimensionless units ----------
uA, uB, uA_next = sp.symbols("uA uB uA_next")
coords = (uA, uB, uA_next)
s, t = uB - uA, uA_next - uB
cell_energy = (s**2 / 2 + 0.3 * t**2 + 0.15 * s * t
               - 1.1 * s**3 / 6 - 0.7 * t**3 / 6 + 0.15 * s**2 * t)
hessian = sp.lambdify(coords, sp.hessian(cell_energy, coords), "numpy")
force_B = sp.lambdify(coords, sp.diff(cell_energy, uB), "numpy")
cubic = np.array([[[float(sp.diff(cell_energy, x, y, z).subs({c: 0 for c in coords}))
                    for z in coords] for y in coords] for x in coords])
chain_mass = np.array([1.0, 1.7])
kind = np.array([0, 1, 0])
cell_offset = np.array([0, 0, 1])


def chain_modes(q, displacement=(0.0, 0.0, 0.0)):
    h = np.array(hessian(*displacement), dtype=float)
    d = np.zeros((2, 2), dtype=complex)
    for i in range(3):
        for j in range(3):
            d[kind[i], kind[j]] += (h[i, j] * np.exp(1j * q * (cell_offset[j] - cell_offset[i]))
                                    / np.sqrt(chain_mass[kind[i]] * chain_mass[kind[j]]))
    return np.linalg.eigh(d)


def chain_F(q1, q2, branches, tensor):
    legs = []
    for q, b in zip((q1, q2, -q1 - q2), branches):
        e = chain_modes(q)[1][:, b]
        legs.append(e[kind] / np.sqrt(chain_mass[kind]) * np.exp(1j * q * cell_offset))
    return abs(np.einsum("ijk,i,j,k", tensor, *legs))


def strained_w2(q, eta, branch):
    # The basis atom relaxes inside the uniformly strained cell.
    inner = brentq(lambda x: force_B(0.0, x, eta), -0.1, 0.1, xtol=1e-15)
    return chain_modes(q, (0.0, inner, eta))[0][branch]


q_partner = 1.3
chain_slopes = []
for branch in (0, 1):
    step = 1e-4
    strain_derivative = (strained_w2(q_partner, step, branch)
                         - strained_w2(q_partner, -step, branch)) / (2 * step)
    predicted = abs(strain_derivative) / np.sqrt(chain_mass.sum())
    direct = chain_F(1e-4, q_partner, (0, branch, branch), cubic) / 1e-4
    assert abs(direct / predicted - 1) < 2e-3
    chain_slopes.append((direct, predicted))

power_inter = exponent(chain_F(1e-4, q_partner, (0, 0, 1), cubic),
                       chain_F(1e-3, q_partner, (0, 0, 1), cubic), 10)
assert abs(power_inter - 1) < 0.01
power_all = exponent(chain_F(0.01, 0.007, (0, 0, 0), cubic),
                     chain_F(0.02, 0.014, (0, 0, 0), cubic), 2)
assert abs(power_all - 3) < 0.01

# Control 1: a cubic pinning force on one atom breaks translational invariance.
pinned = cubic.copy()
pinned[0, 0, 0] += 0.5
power_pinned = exponent(chain_F(1e-4, q_partner, (0, 0, 0), pinned),
                        chain_F(1e-3, q_partner, (0, 0, 0), pinned), 10)
assert abs(power_pinned) < 0.02

# Control 2: pair constants n^(-3/2) in one dimension have no finite first moment.
n = np.arange(1, 2_000_001, dtype=float)


def long_range_F(q):
    product = np.ones(n.size, dtype=complex)
    for k in (q, q_partner, -q - q_partner):
        product *= np.exp(1j * k * n) - 1
    return abs(np.sum(n**-1.5 * product))


power_long = exponent(long_range_F(1e-4), long_range_F(4e-4), 4)
assert abs(power_long - 0.5) < 0.03

# ---------- Quantum normalisation: ring of four atoms, hbar = mass = k = g = 1 ----------
nodes, weights = np.polynomial.hermite.hermgauss(6)
xc, xs, x2 = np.meshgrid(nodes, nodes, nodes, indexing="ij")
weight = np.einsum("i,j,k->ijk", weights, weights, weights) / np.pi**1.5
w_half, w_edge = 2 * np.sin(np.pi / 4), 2.0
u = [(np.cos(np.pi * l / 2) * xc + np.sin(np.pi * l / 2) * xs) / np.sqrt(2 * w_half)
     + (-1)**l * x2 / (2 * np.sqrt(w_edge)) for l in range(4)]
ring_H3 = sum((u[(l + 1) % 4] - u[l])**3 for l in range(4)) / 6
three_phonon_state = (xc + 1j * xs)**2 / np.sqrt(2) * np.sqrt(2) * x2
ring_integral = abs(np.sum(weight * ring_H3 * three_phonon_state))
ring_F = abs((np.exp(1j * np.pi / 2) - 1)**2 * (np.exp(1j * np.pi) - 1))
ring_V = 0.5**1.5 * ring_F / np.sqrt(4 * w_half**2 * w_edge)
# Two of the three phonons are equal, so the matrix element is V / sqrt(2).
assert abs(ring_integral - ring_V / np.sqrt(2)) < 1e-12

# ---------- fcc crystal with Morse bonds, rough copper-like parameters ----------
hbar, kB = const.hbar, const.k
meV = 1e-3 * const.e
a = 0.36e-9
k_bond = 28.0
alpha = 18e9
mass = 63.55 * const.atomic_mass
temperature = 300.0
r0 = a / np.sqrt(2)
third = -3 * alpha * k_bond
unit_q = 2 * np.pi / a
density = 4 * mass / a**3
bonds = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2]) * a / 2
identity = np.eye(3)


def fcc_modes(q, gradient=np.zeros((3, 3))):
    # Full Morse Hessian of the deformed crystal, with unchanged cell phases.
    r = bonds @ (identity + gradient).T
    length = np.linalg.norm(r, axis=1)
    nn = np.einsum("ri,rj->rij", r, r) / length[:, None, None]**2
    x = np.exp(-alpha * (length - r0))
    first = k_bond / alpha * (x - x**2)
    second = k_bond * (2 * x**2 - x)
    h = (second[:, None, None] * nn
         + (first / length)[:, None, None] * (identity - nn))
    d = np.einsum("r,rij->ij", 1 - np.cos(bonds @ q), h) / mass
    w2, vectors = np.linalg.eigh(d)
    return np.sqrt(w2), vectors


bond_tensors = []
for direction in bonds / r0:
    nnn = np.einsum("i,j,k->ijk", direction, direction, direction)
    mixed = (np.einsum("ij,k->ijk", identity, direction)
             + np.einsum("ik,j->ijk", identity, direction)
             + np.einsum("jk,i->ijk", identity, direction))
    bond_tensors.append(third * nnn + k_bond / r0 * (mixed - 3 * nnn))
bond_tensors = np.array(bond_tensors)


def fcc_vertex(q1, e1, w1, q2):
    """sqrt(N)|V| in joules; the two partner modes are on the top branch."""
    q3 = -q1 - q2
    w2, v2 = fcc_modes(q2)
    w3, v3 = fcc_modes(q3)
    phase = np.ones(len(bonds), dtype=complex)
    for q in (q1, q2, q3):
        phase *= np.exp(1j * bonds @ q) - 1
    F = 0.5 * np.einsum("r,rijk,i,j,k", phase, bond_tensors,
                        e1, v2[:, 2], v3[:, 2]) / mass**1.5
    return (hbar / 2)**1.5 * abs(F) / np.sqrt(w1 * w2[2] * w3[2])


def frequency_per_strain(q, polarisation, direction, step=1e-5):
    g = step * np.outer(polarisation, direction)
    return (fcc_modes(q, g)[0][2] - fcc_modes(q, -g)[0][2]) / (2 * step)


x_axis, z_axis = identity[0], identity[2]
tiny = 1e-4 * unit_q
v_L = fcc_modes(tiny * x_axis)[0][2] / tiny
v_T = fcc_modes(tiny * x_axis)[0][0] / tiny
diagonal = np.array([1, 1, 0]) / np.sqrt(2)
v_110 = fcc_modes(tiny * diagonal)[0][2] / tiny
C11, C44 = density * v_L**2, density * v_T**2
C12 = 2 * density * v_110**2 - C11 - 2 * C44

# Collinear longitudinal modes along [100]
partner = 0.5 * unit_q * x_axis
w_partner = fcc_modes(partner)[0][2]
dw_L = frequency_per_strain(partner, x_axis, x_axis)
log_shift = dw_L / w_partner
assert abs(log_shift - (3 - 3 * alpha * r0) / 4) < 1e-5
T_xxx = (third + 3 * k_bond / r0) / (2 * np.sqrt(2))
collinear = []
for f in (0.1, 0.01, 0.001):
    q = f * unit_q
    w = fcc_modes(q * x_axis)[0][2]
    V = fcc_vertex(q * x_axis, x_axis, w, partner)
    sines = np.prod([abs(np.sin(np.pi * g / 2)) for g in (f, 0.5, 0.5 + f)])
    closed = ((hbar / 2)**1.5 * 32 * abs(T_xxx) * np.sqrt(sines)
              / (mass**1.5 * (8 * k_bond / mass)**0.75))
    assert abs(V / closed - 1) < 1e-8
    limit = hbar * abs(dw_L) * np.sqrt(hbar * q / (2 * mass * v_L))
    occupation = 1 / np.expm1(hbar * w / (kB * temperature))
    collinear.append((f, w, V, limit, occupation))
assert abs(collinear[2][2] / collinear[2][3] - 1) < 2e-3
power_V = exponent(collinear[2][2], collinear[1][2], 10)
assert abs(power_V - 0.5) < 0.01
thermal = [V * np.sqrt(occ) for _, _, V, _, occ in collinear]
assert abs(thermal[1] / thermal[2] - 1) < 0.03

# Energy-conserving absorption: soft transverse + longitudinal -> longitudinal
onshell = []
for f in (0.01, 0.001, 0.0001):
    q = f * unit_q * x_axis
    w_soft = fcc_modes(q)[0][0]

    def mismatch(xi):
        p = unit_q * np.array([xi, 0, 0.1])
        return (fcc_modes(p + q)[0][2] - fcc_modes(p)[0][2]) / w_soft - 1

    xi = brentq(mismatch, 0.0, 0.3, xtol=1e-13)
    assert abs(mismatch(xi)) < 1e-6
    p = unit_q * np.array([xi, 0, 0.1])
    V = fcc_vertex(q, z_axis, w_soft, p)
    limit = (hbar * abs(frequency_per_strain(p, z_axis, x_axis))
             * np.sqrt(hbar * f * unit_q / (2 * mass * v_T)))
    onshell.append((f, xi, w_soft, fcc_modes(p)[0][2], V, limit))
assert abs(onshell[2][4] / onshell[2][5] - 1) < 5e-3
power_onshell = exponent(onshell[2][4], onshell[1][4], 10)
assert abs(power_onshell - 0.5) < 0.02

# ---------- Sizes of neglected effects ----------
grid = (np.arange(8) + 0.5) / 8 * 2 * unit_q
potential = np.mean([np.sum(hbar * w / 4 / np.tanh(hbar * w / (2 * kB * temperature)))
                     for w in (fcc_modes(np.array(g))[0]
                               for g in itertools.product(grid, repeat=3))])
bond_rms = np.sqrt(potential / (3 * k_bond))
v_F = hbar * (3 * np.pi**2 * 4 / a**3)**(1 / 3) / const.m_e
electron_ratio = const.m_e / mass * v_F / v_L
tau = 5e-12
rough_Cu = (170, 120, 75)

print("DIATOMIC CHAIN (dimensionless), partner wavevector", q_partner)
for name, (direct, predicted) in zip(("acoustic", "optical"), chain_slopes):
    print(f"|F|/q, {name} partner: direct {direct:.5f}, from strain {predicted:.5f}")
print(f"power of q in F, partner changes branch: {power_inter:.4f}")
print(f"power of common scale in F, all three small: {power_all:.4f}")
print(f"power of q in F with cubic pinning: {power_pinned:.4f}")
print(f"power of q in F with n^(-3/2) pair constants: {power_long:.4f}")
print(f"ring matrix element: integral {ring_integral:.6f}, V/sqrt2 {ring_V/np.sqrt(2):.6f}")
print("FCC MODEL, rough copper-like inputs")
print(f"a = {a*1e9:.2f} nm, r0 = {r0*1e9:.4f} nm, mass = {mass/const.atomic_mass:.2f} u")
print(f"k = {k_bond:.1f} N/m, alpha = {alpha*1e-9:.1f} /nm, T = {temperature:.0f} K")
print(f"third bond derivative = {third*1e-9:.1f} N/m per nm")
print(f"2 pi/a = {unit_q*1e-9:.3f} /nm")
print(f"sound speeds along [100]: L {v_L:.0f} m/s, T {v_T:.0f} m/s")
print(f"partner at 0.5 (2 pi/a): energy {hbar*w_partner/meV:.3f} meV")
print(f"d ln(w')/d eta = {log_shift:.4f}")
print("Collinear L modes: q in 2 pi/a; energies in meV; n = occupation at T")
for (f, w, V, limit, occ), th in zip(collinear, thermal):
    print(f"q={f:g}: wavelength {a/f*1e9:.1f} nm, hbar w {hbar*w/meV:.4f} meV, n {occ:.2f}")
    print(f"  sqrt(N)|V| {V/meV:.5f} meV, limit law {limit/meV:.5f} meV, ratio {V/limit:.4f}")
    print(f"  sqrt(N n)|V| {th/meV:.4f} meV, w*tau {w*tau:.3f}")
print(f"power of q in V, two smallest q: {power_V:.4f}")
print("Energy-conserving T + L -> L, partner (xi, 0, 0.1) in 2 pi/a")
for f, xi, w, wp, V, limit in onshell:
    print(f"q={f:g}: xi {xi:.5f}, soft {hbar*w/meV:.5f} meV, partner {hbar*wp/meV:.4f} meV")
    print(f"  sqrt(N)|V| {V/meV:.6f} meV, limit law {limit/meV:.6f} meV, ratio {V/limit:.4f}")
print(f"power of q in V, two smallest q: {power_onshell:.4f}")
print("NEGLECTED EFFECTS")
print(f"rms bond stretch at T: {bond_rms*1e9:.5f} nm; alpha*rms = {alpha*bond_rms:.3f}")
print(f"quartic/cubic bond energy at rms stretch: {7*alpha*bond_rms/12:.3f}")
print(f"model C11, C12, C44: {C11/1e9:.1f}, {C12/1e9:.1f}, {C44/1e9:.1f} GPa")
print("rough copper C11, C12, C44: %d, %d, %d GPa (inputs)" % rough_Cu)
print(f"free-electron Fermi speed: {v_F/1e6:.2f}e6 m/s")
print(f"electron damping/frequency, order (m_e/M)(v_F/v_L): {electron_ratio:.4f}")
print(f"rough thermal-phonon lifetime tau: {tau*1e12:.1f} ps (input)")
print("verified")
```

Output:

```
DIATOMIC CHAIN (dimensionless), partner wavevector 1.3
|F|/q, acoustic partner: direct 0.07608, from strain 0.07607
|F|/q, optical partner: direct 0.65291, from strain 0.65293
power of q in F, partner changes branch: 1.0001
power of common scale in F, all three small: 3.0001
power of q in F with cubic pinning: -0.0001
power of q in F with n^(-3/2) pair constants: 0.4968
ring matrix element: integral 0.250000, V/sqrt2 0.250000
FCC MODEL, rough copper-like inputs
a = 0.36 nm, r0 = 0.2546 nm, mass = 63.55 u
k = 28.0 N/m, alpha = 18.0 /nm, T = 300 K
third bond derivative = -1512.0 N/m per nm
2 pi/a = 17.453 /nm
sound speeds along [100]: L 4147 m/s, T 2932 m/s
partner at 0.5 (2 pi/a): energy 21.443 meV
d ln(w')/d eta = -2.6865
Collinear L modes: q in 2 pi/a; energies in meV; n = occupation at T
q=0.1: wavelength 3.6 nm, hbar w 4.7439 meV, n 4.96
  sqrt(N)|V| 0.89180 meV, limit law 0.83545 meV, ratio 1.0674
  sqrt(N n)|V| 1.9871 meV, w*tau 36.037
q=0.01: wavelength 36.0 nm, hbar w 0.4763 meV, n 53.77
  sqrt(N)|V| 0.26624 meV, limit law 0.26419 meV, ratio 1.0077
  sqrt(N n)|V| 1.9524 meV, w*tau 3.618
q=0.001: wavelength 360.0 nm, hbar w 0.0476 meV, n 542.21
  sqrt(N)|V| 0.08361 meV, limit law 0.08355 meV, ratio 1.0008
  sqrt(N n)|V| 1.9469 meV, w*tau 0.362
power of q in V, two smallest q: 0.5030
Energy-conserving T + L -> L, partner (xi, 0, 0.1) in 2 pi/a
q=0.01: xi 0.06583, soft 0.33682 meV, partner 6.2384 meV
  sqrt(N)|V| 0.090306 meV, limit law 0.087297 meV, ratio 1.0345
q=0.001: xi 0.07024, soft 0.03368 meV, partner 6.3855 meV
  sqrt(N)|V| 0.028577 meV, limit law 0.028480 meV, ratio 1.0034
q=0.0001: xi 0.07069, soft 0.00337 meV, partner 6.4006 meV
  sqrt(N)|V| 0.009037 meV, limit law 0.009034 meV, ratio 1.0003
power of q in V, two smallest q: 0.5000
NEGLECTED EFFECTS
rms bond stretch at T: 0.00884 nm; alpha*rms = 0.159
quartic/cubic bond energy at rms stretch: 0.093
model C11, C12, C44: 155.6, 77.8, 77.8 GPa
rough copper C11, C12, C44: 170, 120, 75 GPa (inputs)
free-electron Fermi speed: 1.58e6 m/s
electron damping/frequency, order (m_e/M)(v_F/v_L): 0.0033
rough thermal-phonon lifetime tau: 5.0 ps (input)
verified
```
